# Spectral Accumulation and Discrete Hilbert Transform for the Independent-Particle Response

## What dimension and symmetry fix

An electronic transition of energy \(x>0\) contributes to the retarded response through \(1/(z-x)\), where \(z=\omega+i\eta\) and \(\eta>0\) is a broadening. Suppose the transition is moved onto a frequency grid of spacing \(h\). Near resonance the available energies are \(\omega-x\), \(\eta\), \(h\) and the distance from \(x\) to the nearest grid point. The peak of \(|1/(z-x)|\) is \(1/\eta\). By dimension, the worst error relative to this peak, taken over all frequencies and positions, can depend on \(h/\eta\) alone.

Symmetry suggests the power. If the weight is shared so that its mean energy stays at \(x\), there is no net shift to the left or right. The term linear in displacement cancels, and the error begins with \((h/\eta)^2\). Moving all the weight to the nearest point leaves a linear term.

Time reversal fixes the rest of the frequency dependence: each resonance at \(+x\) has a partner at \(-x\) with the same weight and opposite sign. The kernel is therefore

\[
K(z,x)=\frac1{z-x}-\frac1{z+x}=\frac{2x}{z^2-x^2}.
\]

This pairing is proved below. Hartree atomic units are used.

## One transition and two grid points

Let a transition of unit weight lie between neighbouring grid points \(a\) and \(b=a+h\). Two conditions, unchanged total weight and unchanged mean energy, determine the two shares:

\[
p_a+p_b=1,\qquad a p_a+b p_b=x .
\]

Inserting \(p_a=1-p_b\) in the second gives \(a+hp_b=x\), hence

\[
p_a=\frac{b-x}{h},\qquad p_b=\frac{x-a}{h}.
\]

These are the triangular weights. A transition one quarter of the way across the cell gives \(3/4\) to \(a\) and \(1/4\) to \(b\).

Now put the transition at the midpoint and look at it on resonance, \(\omega=x\). Each point receives one half, and

\[
\frac12\left[\frac1{i\eta+h/2}+\frac1{i\eta-h/2}\right]
=\frac{i\eta}{(i\eta)^2-h^2/4}
=-\frac{i\eta}{\eta^2+h^2/4}.
\]

The direct value is \(1/(i\eta)=-i/\eta\). For \(h=\eta\) the grid gives \(-0.8\,i/\eta\), so a fifth of the peak is lost.

For a general position, subtract the direct term from the grid value. Since \(p_a+p_b=1\),

\[
E=p_a\left[\frac1{z-a}-\frac1{z-x}\right]
+p_b\left[\frac1{z-b}-\frac1{z-x}\right].
\]

The brackets are \((a-x)/[(z-a)(z-x)]\) and \((b-x)/[(z-b)(z-x)]\). With the weights inserted,

\[
E=\frac{(x-a)(b-x)}{h(z-x)}
\left[\frac1{z-b}-\frac1{z-a}\right]
=\frac{(x-a)(b-x)}{(z-x)(z-a)(z-b)},
\]

because the last bracket equals \(h/[(z-a)(z-b)]\).

To find the largest \(|E|\), note that \((x-a)(b-x)\le h^2/4\) and \(|z-x|\ge\eta\). Let \(u\) be the distance of \(\omega\) from the cell midpoint. Then

\[
|z-a|^2|z-b|^2
=u^4+u^2\left(2\eta^2-\frac{h^2}{2}\right)
+\left(\eta^2+\frac{h^2}{4}\right)^2 .
\]

For \(h\le2\eta\) the middle coefficient is not negative, so the minimum is at \(u=0\). All three extremes occur together when \(x\) and \(\omega\) are at the midpoint. Thus

\[
\eta\max|E|=\frac{h^2/(4\eta^2)}{1+h^2/(4\eta^2)} .
\]

For nearest-point assignment, let \(d\le h/2\) be the distance moved. The error has modulus \(d/(|z-a||z-x|)\). The same minimization, with \(d\) in place of \(h\), gives a largest value \(d/(\eta^2+d^2/4)\), which increases with \(d\) while \(d\le2\eta\). At \(d=h/2\),

\[
\eta\max|E_{\rm near}|=\frac{h/(2\eta)}{1+h^2/(16\eta^2)},
\qquad h\le4\eta .
\]

At \(h/\eta=1,\ 0.5,\ 0.25\), scans over position and frequency give worst triangular errors of 0.200, 0.059 and 0.015 of the peak. The nearest-point values are 0.471, 0.246 and 0.125. One falls quadratically, the other linearly.

The antiresonant term follows from \(1/(z+x)=-1/[(-z)-x]\). Its interpolation error is \((x-a)(b-x)/[(z+x)(z+a)(z+b)]\). The minimization held for any real \(\omega\), so this term obeys the same bound, and the error of \(K\) is at most twice the single-term maximum.

## Many transitions: the average over grid origins

A dense spectrum samples all positions within a cell. To describe it, keep \(x\) fixed and average over the origin of a uniform grid. Write \(a=x-sh\), with \(s\) uniform between 0 and 1. The shares are \(1-s\) at displacement \(-sh\) and \(s\) at displacement \((1-s)h\). Using the displacement \(v\) as variable in each part, the mean kernel is

\[
\overline K(z,x)=\int_{-h}^{h}dv\,
\frac1h\left(1-\frac{|v|}{h}\right)K(z,x+v).
\]

The triangular density is even, so the mean displacement vanishes. Its variance is

\[
\frac2h\int_0^h v^2\left(1-\frac vh\right)dv
=\frac2h\left(\frac{h^3}{3}-\frac{h^3}{4}\right)=\frac{h^2}{6}.
\]

Taylor expansion gives \(\overline K=K+(h^2/12)\,\partial_x^2K+O(h^4)\) at fixed \(\eta\). Each term of \(K\) depends on \(z-x\) or \(z+x\), so \(\partial_x^2K=\partial_\omega^2K\). Summed over transitions,

\[
\overline{\chi_h}=\chi^0+\frac{h^2}{12}\frac{\partial^2\chi^0}{\partial\omega^2}+O(h^4).
\]

The grid acts on average as a further broadening of variance \(h^2/6\). Nearest-point assignment produces a uniform displacement between \(-h/2\) and \(h/2\), of variance \(h^2/12\), which is half as much. For a dense smooth spectrum it therefore need not be worse. Triangular weights have other advantages: they make the error of an isolated transition second order in \(h/\eta\) instead of first, they keep the mean energy, and they vary continuously when a band energy crosses a cell. Nearest-point weights jump.

## The crystal response

Consider a spin-unpolarized crystal without spin-orbit coupling, with time-reversal symmetry and finite \(\mathbf q\). Let \(\Omega\) be the total volume and \(\mathbf Q=\mathbf q+\mathbf G\). With

\[
\rho_{nm\mathbf k}(\mathbf G)=
\langle n\mathbf k|e^{-i\mathbf Q\cdot\mathbf r}|m\,\mathbf k+\mathbf q\rangle ,
\]

the independent-particle response is

\[
\chi^0_{\mathbf G\mathbf G'}(z)=\frac2\Omega\sum_{\mathbf k nm}
\frac{(f_{n\mathbf k}-f_{m\mathbf k+\mathbf q})\,
\rho_{nm\mathbf k}(\mathbf G)\rho^*_{nm\mathbf k}(\mathbf G')}
{z+\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}} .
\]

The factor 2 is for spin. In the projector augmented-wave (PAW) or ultrasoft method, \(\rho\) must include its augmentation part. The frequency algorithm sees only the completed pair density.

Take an ordered pair with \(\varepsilon_{m\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}=-x<0\). Time reversal allows \(\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}\), so

\[
\int\psi^*_{n\mathbf k}e^{-i\mathbf Q\cdot\mathbf r}\psi_{m\mathbf k+\mathbf q}
=\int\psi^*_{m\mathbf k'}e^{-i\mathbf Q\cdot\mathbf r}\psi_{n\mathbf k'+\mathbf q},
\qquad \mathbf k'=-\mathbf k-\mathbf q .
\]

The right side is the pair density of a transition with energy \(+x\). The occupation difference has changed sign. The negative-energy pair thus contributes minus the partner's weight divided by \(z+x\), which is the second term of \(K\).

Label the positive-energy transitions by \(t\), with energy \(x_t\) and occupation factor \(w_t=2\Delta f_t/\Omega>0\), for occupations that decrease with energy. Then

\[
W_{t,\mathbf G\mathbf G'}=w_t\rho_t(\mathbf G)\rho_t^*(\mathbf G'),\qquad
\chi^0(z)=\sum_tW_tK(z,x_t).
\]

The spectral function is \(A(\omega)=\sum_tW_t\delta(\omega-x_t)\) for \(\omega>0\). Since each \(W_t\) is Hermitian,

\[
\frac{\chi^0-\chi^{0\dagger}}{2i}=\sum_tW_t\,{\rm Im}\,K(z,x_t)
\longrightarrow-\pi A(\omega)\qquad(\eta\to0^+).
\]

It is the anti-Hermitian part that appears here. Without inversion symmetry \(W_t\) can be complex off the diagonal, and the elementwise imaginary part of \(\chi^0\) then also contains \({\rm Re}\,K\). If time reversal is broken, the resonant and antiresonant weights can differ, and in general two spectral arrays are then needed. A collinear ferromagnet without spin-orbit coupling or a magnetic vector potential is an exception: the Hamiltonian of each spin is real, so the pairing above holds for each spin separately and one array is enough.

## The algorithm in general

Let \(\phi_j(x)\) be the hat function that is 1 at grid point \(x_j\), falls linearly to 0 at its neighbours, and vanishes beyond them.

1. Choose a grid from zero to above the highest retained transition.
2. For each transition, form \(W_t\) and add it to the two neighbouring matrices with triangular weights:
\[
A_j=\sum_tW_t\phi_j(x_t).
\]
3. For each output frequency, evaluate
\[
\chi_h(z)=\sum_jK(z,x_j)A_j .
\]

The second sum is the discrete Hilbert transform. It yields the dispersive and absorptive parts together. Here \(A_j\) is an integrated weight, so no extra factor \(h\) appears. If a density \(A_j/h\) is stored instead, the factor returns in the sum.

Two properties survive accumulation. First, for any vector \(c\),

\[
c^\dagger A_jc=\sum_tw_t\phi_j(x_t)
\left|\sum_{\mathbf G}c^*_{\mathbf G}\rho_t(\mathbf G)\right|^2\ge0 ,
\]

so each \(A_j\) is positive semidefinite. Second, \(\sum_jx_j\phi_j(x)=x\), so the first moment is kept. Its value follows from a sum over ordered pairs. Let \(B=e^{-i\mathbf Q\cdot\mathbf r}\) and \(H=p^2/2+V(\mathbf r)\). Positive and negative pairs contribute equally, hence

\[
2\sum_tx_tW_{t,\mathbf G\mathbf G}
=\frac2\Omega\sum_{nm}(f_n-f_m)(\varepsilon_m-\varepsilon_n)|\langle n|B|m\rangle|^2 .
\]

Completeness turns the \(f_n\) part into \(\langle n|B(H-\varepsilon_n)B^\dagger|n\rangle\). Since \(BHB^\dagger=(\mathbf p+\mathbf Q)^2/2+V\), this is \(Q^2/2+\mathbf Q\cdot\langle\mathbf p\rangle_n\). The \(f_m\) part gives \(Q^2/2-\mathbf Q\cdot\langle\mathbf p\rangle_m\) in the same way. The momentum terms cancel over the occupied states, leaving

\[
2\sum_jx_jA_{j,\mathbf G\mathbf G}=n|\mathbf q+\mathbf G|^2,
\]

where \(n\) is the electron density. This requires a local potential and a complete set of bands. When the potential is local, a deficit points to missing bands or inaccurate pair densities; a non-local potential changes the sum rule itself. Triangular accumulation is not a cause in either case.

The grid may be stretched above the output range. In a cell of width \(h_j\) at distance \(D\) above \(\omega\), the resonant error is at most \(h_j^2/(4D^3)\), or \((h_j/D)^2/4\) relative to \(1/D\). Cutting the grid off is different: a transition with \(x\gg|z|\) has \(K\approx-2/x\), so discarding it hardly changes absorption but alters the real part.

## Cost

Let there be \(N_t\) transitions, \(N_x\) grid points and \(N_\omega\) output frequencies. Per matrix element, the direct sum needs \(N_\omega N_t\) multiply-and-add updates. The spectral route needs two per transition, followed by the transform:

\[
{\rm gain}=\frac{N_\omega N_t}{2N_t+N_\omega N_x}.
\]

For \(N_t\to\infty\) the gain tends to \(N_\omega/2\). Setting it to 1 gives the break-even number \(N_t=N_\omega N_x/(N_\omega-2)\), close to \(N_x\) when many frequencies are wanted. For few transitions or one or two frequencies, direct summation is preferable. With \(N_G\) reciprocal vectors both counts are multiplied by \(N_G^2\), and \(N_x\) matrices must be stored. Forming the pair densities is a cost common to both routes.

## Two limits of the broadening

**Broadening below the spacing.** Take a flat resonant spectrum of density \(A\) on an infinite uniform grid. Then \(A_j=Ah\), and with symmetric summation

\[
\sum_{j=-\infty}^{\infty}\frac{Ah}{z-jh}=\pi A\cot\frac{\pi z}{h},
\]

whereas the continuous integral is \(-i\pi A\). At a grid point the cotangent is \(-i\coth(\pi\eta/h)\); halfway between points it is \(-i\tanh(\pi\eta/h)\). The absorption ripples between these two factors. Explicit sums give 0.996 to 1.004 for \(\eta=h\), 0.917 to 1.090 for \(\eta=h/2\), and 0.656 to 1.525 for \(\eta=h/4\). Below the spacing the grid becomes visible as a comb of false lines.

**Broadening as a physical error.** Refining \(h\) at fixed \(\eta\) leads to \(\chi^0(\omega+i\eta)\), not to its limit at \(\eta=0\). In the static case, \(K(i\eta,x)=-2x/(x^2+\eta^2)\) replaces \(-2/x\). A transition with \(x=\eta\) loses half its static contribution, which matters for low-energy transitions in metals.

For energy loss, the random-phase approximation (RPA) gives

\[
\epsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-v_{\mathbf G}\chi^0_{\mathbf G\mathbf G'},\quad
v_{\mathbf G}=\frac{4\pi}{|\mathbf q+\mathbf G|^2},\quad
L=-{\rm Im}[\epsilon^{-1}]_{\mathbf 0\mathbf 0}.
\]

The symmetrized matrix \(1-v^{1/2}\chi^0v^{1/2}\) has the same \(\mathbf{00}\) element of its inverse. It cannot have a null vector \(c\) for \(\eta>0\). If \(\omega\ne0\), all \({\rm Im}\,K(z,x_t)\) have one strict sign, so a vanishing imaginary part of the quadratic form would require every transition's contribution to vanish, leaving \(c^\dagger c=0\). If \(\omega=0\), \(K<0\) and the matrix is at least the identity. The inverse is therefore analytic in the upper half plane.

Let \(F(z)=[\epsilon^{-1}(z)]_{\mathbf 0\mathbf 0}-1\), which decays as \(1/z^2\), and \(\zeta=\omega+i\eta_2\). Cauchy's formula on the line of height \(\eta_1\) gives \(F(\zeta+i\eta_1)\) with denominator \(\omega'-\zeta\), and zero with denominator \(\omega'-\zeta^*\). Subtracting,

\[
F(\omega+i\eta_1+i\eta_2)=\int_{-\infty}^{\infty}d\omega'\,
\frac{\eta_2/\pi}{(\omega-\omega')^2+\eta_2^2}\,F(\omega'+i\eta_1).
\]

Raising \(\eta\) thus convolves the loss function itself with a Lorentzian, even though a matrix inversion stands between \(\chi^0\) and \(L\).

## A modulated electron gas

The example is a three-dimensional electron gas in the potential \(2U_1\cos(gs)+2U_2\sin(2gs)\), where \(s\) is the coordinate along \(\mathbf q\) and \(g=2\pi/(6\ \text{bohr})\). The parameters are \(U_1=0.05\), \(U_2=0.03\), Fermi energy \(E_F=0.40\) and \(\eta=0.020\) hartree, with \(q=0.25\) bohr\(^{-1}\). The two harmonics break inversion symmetry.

Transverse motion is free and its momentum is conserved, so it cancels from the transition energies. Its occupied states fill a disc of squared radius \(2(E_F-\varepsilon)\), giving per spin and area

\[
\frac{\pi\,2(E_F-\varepsilon)}{(2\pi)^2}=\frac{E_F-\varepsilon}{2\pi}
\qquad(\varepsilon<E_F),
\]

and zero otherwise. This replaces \(f\). With the potential removed, the static response is \(-0.090032\) atomic units, in agreement with the Lindhard function to the digits shown.

The density is 0.0246 bohr\(^{-3}\), so the plasma frequency is \(\sqrt{4\pi n}=0.556\) hartree. With five reciprocal vectors in the dielectric matrix, direct summation places the loss peak at 0.584 hartree, or 15.9 eV, with height 6.743. The spectral grid is uniform up to 2 hartree and stretched above. Errors in the table are the largest over the 241 output frequencies, relative to the largest value of the same quantity. On a five times finer frequency mesh the first three loss entries rise to 7.3%, 1.57% and 0.37%, while the other entries barely move.

| \(h/\eta\) | \(\chi^0_{\mathbf{00}}\), triangular | \(\chi^0_{\mathbf{00}}\), nearest | loss, triangular |
|---|---|---|---|
| 2 | 20.1% | 17.5% | 7.0% |
| 1 | 2.90% | 2.88% | 1.55% |
| 0.5 | 1.19% | 1.41% | 0.35% |
| 0.25 | 0.25% | 0.24% | 0.09% |

The largest error of one element does not fall by a steady factor of four, but the error norm over all elements and frequencies falls by 3.99 in the last halving. For this element and this grid origin, triangular and nearest-point errors are similar, but this does not hold for every origin. At \(h/\eta=0.25\), moving the origin of a uniform grid can raise the nearest-point error to more than 0.8%, while the triangular error stays between about 0.25% and 0.31%. Nor is the nearest-point error halved, as the origin average alone would suggest; a single grid also has an error that depends on its position. When the origin is averaged at \(h/\eta=0.25\), the \(h^2/12\) law leaves unexplained 1.3% of the largest averaged error.

The first moment should be \(nq^2=0.00153744\). Triangular weights reproduce these digits; nearest-point weights give 0.00153775, high by about 0.02%. With the coordinate origin used here, the largest imaginary part in the spectral matrices is 0.62 of their largest element. Another origin changes this share, but none reduces it below about 0.27, so the distinction between anti-Hermitian and imaginary parts is substantial in this crystal.

At \(h=\eta\) the peak height is 6.763, only 0.3% from the direct value. Doubling \(\eta\) lowers it to 4.417, a loss of 34%, and moves the peak to 0.586 hartree. The chosen broadening, not the grid, dominates the uncertainty in peak height. If the peak were a single Lorentzian of half-width \(\gamma+\eta\), the height ratio would require

\[
\frac{\gamma+0.040}{\gamma+0.020}=\frac{6.743}{4.417},
\qquad \gamma\approx0.018\ \text{hartree}.
\]

The peak shift shows that this is only an estimate. The same ratio taken between successively halved broadenings, down to \(\eta=0.0025\) hartree, gives \(\gamma=0.019\), 0.021 and 0.022 hartree, so the peak is not a single Lorentzian.

There are 16,570 transitions, 241 output frequencies and 628 points on the finest grid. Direct summation takes \(241\times16570=3{,}993{,}370\) updates per element. Accumulation takes 33,140 and the transform \(241\times628=151{,}348\), so the gain is 21.6. It is well below \(N_\omega/2\) because the transform dominates. The measured times, 80.4 and 8.6 ms, give a gain of 9.4 on the machine used. The measured gain is lower mainly because accumulation, with its sparse indexing and data movement, takes more time than its update count suggests. The numerical output follows the text.

These results concern the independent-particle response and RPA screening of a model. Exchange-correlation in the response is left out. In another material, \(h\) and \(\eta\) should be varied separately: first \(h\) at fixed \(\eta\), then \(\eta\) with \(h/\eta\) kept small and the Brillouin-zone mesh refined until discrete transitions no longer show.

## Computed values

```
period 6.0 bohr, q 0.25 1/bohr, k points 800
U1 0.05, U2 0.03, Fermi energy 0.40 hartree
eta 0.020 hartree; plane waves 13; matrix 5x5
output frequencies 241, from 0 to 1.2 hartree
electron density 0.024599 bohr^-3
plasma frequency sqrt(4 pi n) 0.5560 hartree
transitions 16570, highest energy 23.96 hartree
free gas static chi0: sum -0.090032, Lindhard -0.090032 a.u.
direct loss peak 0.58443 hartree = 15.903 eV, height 6.7430
same with doubled eta 0.58634 hartree, height 4.4172
errors below: largest over frequency, relative to largest value
h 0.040 hartree, h/eta 2.00, grid points 177
  chi0 error: triangular 2.011e-01, nearest point 1.745e-01
  loss error 7.034e-02, peak 0.58547 hartree, height 7.0716
h 0.020 hartree, h/eta 1.00, grid points 260
  chi0 error: triangular 2.897e-02, nearest point 2.881e-02
  loss error 1.552e-02, peak 0.58471 hartree, height 6.7629
h 0.010 hartree, h/eta 0.50, grid points 394
  chi0 error: triangular 1.194e-02, nearest point 1.411e-02
  loss error 3.542e-03, peak 0.58447 hartree, height 6.7485
h 0.005 hartree, h/eta 0.25, grid points 628
  chi0 error: triangular 2.486e-03, nearest point 2.429e-03
  loss error 8.524e-04, peak 0.58444 hartree, height 6.7441
error ratio (matrix norm), h 0.010 to 0.005: 3.990
imaginary share of spectral matrix 0.6211
f-sum n q^2 0.00153744 a.u.
  from grid: triangular 0.00153744, nearest 0.00153775
one transition, h/eta 1.00: worst error / peak: triangular 0.20000, nearest 0.47059
one transition, h/eta 0.50: worst error / peak: triangular 0.05882, nearest 0.24615
one transition, h/eta 0.25: worst error / peak: triangular 0.01538, nearest 0.12451
origin-averaged error at h 0.005: part not given by h^2/12 law 0.0132
flat spectrum, eta/h 1.00: factor 0.9963 to 1.0037
flat spectrum, eta/h 0.50: factor 0.9172 to 1.0903
flat spectrum, eta/h 0.25: factor 0.6558 to 1.5249
Lorentzian convolution mismatch / peak 5.43e-10
updates per matrix element: direct 3993370
  accumulation 33140, transform 151348, gain 21.6
time: direct 80.4 ms, spectral 8.6 ms, gain 9.4
```
